\section*{Optimising a two-parameter Hylleraas wave function for helium}

\section*{Question}

I am working on the ground state of helium with the trial function
\[
\psi=e^{-\zeta s}(1+cu),\qquad s=r_1+r_2,\quad u=r_{12}.
\]
The exercise says that the best energy is $-2.8911$ hartree, near $\zeta=1.85$ and $c=0.366$, and that this recovers about seventy percent of the correlation energy. I can do the case $c=0$, which gives $\zeta=27/16$ and $E=-2.8477$ hartree. With $c\neq0$ I am stuck in three places.

\begin{enumerate}
\item The integral is six-dimensional and $r_{12}$ ties the two electrons together. Which coordinates make it manageable?
\item In the kinetic energy, $\psi$ depends on $\mathbf r_1$ through both $s$ and $u$. I get a cross term containing angles and do not know how to remove them.
\item The seventy percent makes no sense to me. Going from $-2.8477$ to $-2.8911$ gains $0.0435$ hartree, but the whole correlation energy of helium is about $0.042$ hartree. Should that not be more than a hundred percent?
\end{enumerate}

\section*{Answer}

The whole problem reduces to four quadratic polynomials in one variable, $k=c/\zeta$. Your third difficulty comes from the reference point: correlation energy is counted from the Hartree--Fock limit, and your $c=0$ energy lies above that limit.

I use hartree atomic units, a fixed point nucleus of charge $Z=2$ and the nonrelativistic Hamiltonian
\[
H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac{Z}{r_1}-\frac{Z}{r_2}+\frac1{r_{12}} .
\]
The spins form a singlet, so the spatial function must be symmetric under exchange, as $\psi$ is. By the variational principle, $E=\langle\psi|H|\psi\rangle/\langle\psi|\psi\rangle$ is an upper bound to the ground-state energy for every $\zeta>0$ and real $c$.

\subsection*{Coordinates and volume element}

Add a third coordinate, $t=r_1-r_2$. The function depends on the shape of the triangle formed by the nucleus and the electrons, not on its orientation, so the orientation can be integrated out. The direction of $\mathbf r_1$ gives $4\pi$ and the azimuth of $\mathbf r_2$ about $\mathbf r_1$ gives $2\pi$. What remains is
\[
d\tau=8\pi^2r_1^2r_2^2\sin\theta\,dr_1\,dr_2\,d\theta ,
\]
where $\theta$ is the angle between $\mathbf r_1$ and $\mathbf r_2$. At fixed $r_1,r_2$, differentiating $u^2=r_1^2+r_2^2-2r_1r_2\cos\theta$ gives $u\,du=r_1r_2\sin\theta\,d\theta$. Hence $d\tau=8\pi^2r_1r_2u\,dr_1dr_2du$.

Now $r_1=(s+t)/2$ and $r_2=(s-t)/2$, so $r_1r_2=(s^2-t^2)/4$ and $dr_1dr_2=\tfrac12ds\,dt$. Therefore
\begin{equation}
d\tau=\pi^2(s^2-t^2)\,u\,ds\,dt\,du,\qquad -u\le t\le u,\quad 0\le u\le s .
\end{equation}
The limits are the triangle inequalities $|r_1-r_2|\le r_{12}\le r_1+r_2$.

\subsection*{Kinetic energy}

It is easiest to avoid second derivatives. Integration by parts gives
\[
\langle\psi|{-\tfrac12}(\nabla_1^2+\nabla_2^2)|\psi\rangle=\tfrac12\int\left(|\nabla_1\psi|^2+|\nabla_2\psi|^2\right)d\tau .
\]
The surface terms vanish at infinity because $\psi$ decays. They also vanish on small surfaces around $r_1=0$, $r_2=0$ and $u=0$, since $\psi$ and its gradient stay finite there while the surface area shrinks to zero.

Let $\mathbf n=(\mathbf r_1-\mathbf r_2)/u$. Then $\nabla_1u=\mathbf n$ and $\nabla_2u=-\mathbf n$. With subscripts for partial derivatives,
\[
\nabla_1\psi=\psi_s\hat{\mathbf r}_1+\psi_u\mathbf n,\qquad
\nabla_2\psi=\psi_s\hat{\mathbf r}_2-\psi_u\mathbf n .
\]
All three vectors have unit length, so half the sum of the squares is
\[
\psi_s^2+\psi_u^2+\psi_s\psi_u\,(\hat{\mathbf r}_1\cdot\mathbf n-\hat{\mathbf r}_2\cdot\mathbf n).
\]
The angles go away with $\mathbf r_1\cdot\mathbf r_2=(r_1^2+r_2^2-u^2)/2$ and $r_1^2-r_2^2=st$:
\begin{align*}
\hat{\mathbf r}_1\cdot\mathbf n&=\frac{r_1^2-\mathbf r_1\cdot\mathbf r_2}{r_1u}=\frac{u^2+st}{2r_1u},\\
-\hat{\mathbf r}_2\cdot\mathbf n&=\frac{r_2^2-\mathbf r_1\cdot\mathbf r_2}{r_2u}=\frac{u^2-st}{2r_2u}.
\end{align*}
Put the sum over a common denominator and use $r_1+r_2=s$, $r_2-r_1=-t$:
\[
\frac{r_2(u^2+st)+r_1(u^2-st)}{2r_1r_2u}
=\frac{su^2-st^2}{2r_1r_2u}
=\frac{2s(u^2-t^2)}{u(s^2-t^2)} .
\]
The kinetic energy density is thus
\begin{equation}
\psi_s^2+\psi_u^2+\psi_s\psi_u\,\frac{2s(u^2-t^2)}{u(s^2-t^2)} .
\end{equation}

\subsection*{Integrating over $t$}

The potential is
\[
-Z\,\frac{r_1+r_2}{r_1r_2}+\frac1u=-\frac{4Zs}{s^2-t^2}+\frac1u .
\]
Since $\psi$ does not contain $t$, the $t$ integration acts on the weights alone. Multiplying by $(s^2-t^2)u$ from the volume element, we need
\begin{align*}
\text{norm:}\quad&\int_{-u}^{u}(s^2-t^2)u\,dt=2u^2\left(s^2-\tfrac13u^2\right),\\
\text{repulsion:}\quad&\int_{-u}^{u}(s^2-t^2)\,dt=2u\left(s^2-\tfrac13u^2\right),\\
\text{attraction:}\quad&-4Z\int_{-u}^{u}su\,dt=-8Zsu^2,\\
\text{cross term:}\quad&\int_{-u}^{u}2s(u^2-t^2)\,dt=\tfrac83su^3 .
\end{align*}
I take out the common factor $2$ together with $\pi^2$, so each weight is halved below.

\subsection*{Scaling and the four polynomials}

Set $x=\zeta s$, $y=\zeta u$ and $k=c/\zeta$. The function becomes $f=e^{-x}(1+ky)$. The norm integral has four powers of length in its weight and two in $ds\,du$, so it equals $2\pi^2N(k)/\zeta^6$. Relative to the norm, the kinetic energy carries $\zeta^2$ and each Coulomb term carries $\zeta$. Hence
\begin{equation}
E(\zeta,k)=\frac{\zeta^2T(k)-\zeta V(k)}{N(k)},\qquad V=L-W,
\end{equation}
where $T$, $L$ and $W$ are the scaled kinetic, attraction and repulsion integrals; the minus sign of the attraction is written explicitly.

Every integral follows from one formula. The inner integral over $y$ gives $x^{b+1}/(b+1)$, and $\int_0^\infty x^ne^{-2x}dx=n!/2^{n+1}$ then gives
\[
\int_0^\infty\!dx\int_0^x\!dy\,x^ay^be^{-2x}=\frac{(a+b+1)!}{(b+1)\,2^{a+b+2}} .
\]
Two families occur:
\begin{align*}
A_n&=\iint e^{-2x}y^n\left(x^2-\tfrac13y^2\right)dy\,dx
=\frac{(n+3)!}{2^{n+4}}\left[\frac1{n+1}-\frac1{3(n+3)}\right],\\
B_n&=\iint e^{-2x}x\,y^n\,dy\,dx=\frac{(n+2)!}{(n+1)2^{n+3}} .
\end{align*}
The values needed are
\begin{align*}
A_1&=\tfrac34\cdot\tfrac5{12}=\tfrac5{16}, & A_2&=\tfrac{15}8\cdot\tfrac4{15}=\tfrac12,\\
A_3&=\tfrac{45}8\cdot\tfrac7{36}=\tfrac{35}{32}, & A_4&=\tfrac{315}{16}\cdot\tfrac{16}{105}=3,
\end{align*}
and $B_2=\tfrac14$, $B_3=\tfrac{15}{32}$, $B_4=\tfrac98$.

Expanding $(1+ky)^2=1+2ky+k^2y^2$ under each weight gives
\begin{align*}
N&=A_2+2kA_3+k^2A_4=\tfrac12+\tfrac{35}{16}k+3k^2,\\
W&=A_1+2kA_2+k^2A_3=\tfrac5{16}+k+\tfrac{35}{32}k^2,\\
L&=4Z(B_2+2kB_3+k^2B_4)=Z\left(1+\tfrac{15}4k+\tfrac92k^2\right).
\end{align*}
For the kinetic part, $f_x=-f$ and $f_y=ke^{-x}$. The term $f_x^2$ reproduces $N$, the term $f_y^2$ gives $k^2A_2$, and the cross term, with its weight $\tfrac43xy^3$ and $f_xf_y=-k\,e^{-2x}(1+ky)$, gives $-\tfrac43k(B_3+kB_4)$:
\begin{align*}
T&=N+k^2A_2-\tfrac43k\,(B_3+kB_4)\\
&=\tfrac12+\left(\tfrac{35}{16}-\tfrac58\right)k+\left(3+\tfrac12-\tfrac32\right)k^2
=\tfrac12+\tfrac{25}{16}k+2k^2 .
\end{align*}
For $Z=2$,
\[
V=2+\tfrac{15}2k+9k^2-\tfrac5{16}-k-\tfrac{35}{32}k^2
=\tfrac{27}{16}+\tfrac{13}2k+\tfrac{253}{32}k^2 .
\]
At $k=0$ the energy is $E=\zeta^2-\tfrac{27}8\zeta$, whose minimum is your $\zeta=27/16$.

\subsection*{Minimising over $\zeta$, then over $k$}

Hold $k$ fixed. Then $E$ is a parabola in $\zeta$ that opens upwards, because $T$ and $N$ are integrals of non-negative densities and are positive. Its minimum is at
\begin{equation}
\zeta=\frac{V}{2T},\qquad E(k)=-\frac{V^2}{4TN}.
\end{equation}
This $\zeta$ is admissible for every real $k$: the discriminant of $V$ is $42.25-53.37<0$ and $V(0)>0$, so $V$ is positive throughout. At this $\zeta$ the kinetic energy is $\zeta^2T/N=V^2/(4TN)=-E$, which is the virial relation.

Minimising $E(k)$ means maximising $V^2/(TN)$. Setting the derivative of its logarithm to zero gives
\[
\frac{2V'}{V}=\frac{T'}T+\frac{N'}N=\frac{(TN)'}{TN}.
\]
Constant factors do not affect this condition, so clear the fractions with $v=32V=54+208k+253k^2$ and
\begin{align*}
D&=(16T)(16N)=(8+25k+32k^2)(8+35k+48k^2)\\
&=64+480k+1515k^2+2320k^3+1536k^4 .
\end{align*}
The condition becomes $2v'D=vD'$, with
\begin{align*}
2v'D&=26624+264448k+1116000k^2\\
&\quad+2498300k^3+2986816k^4+1554432k^5,\\
vD'&=25920+263460k+1127520k^2\\
&\quad+2546046k^3+3038832k^4+1554432k^5 .
\end{align*}
The fifth powers cancel. Subtracting the first line from the second and dividing by 2 leaves
\begin{equation}
26008k^4+23873k^3+5760k^2-494k-352=0 .
\end{equation}
Numerically this has two real roots, $k=0.19776$ and $k=-0.51574$. You can check the first by hand: the terms are $39.78+184.64+225.27-97.69-352.00=0.00$.

The energies at the two roots are $-2.8911$ and $-1.2501$ hartree. For $k\to\pm\infty$, where the function tends to $u\,e^{-\zeta s}$, the leading coefficients give
\[
E\to-\frac{(253/32)^2}{4\cdot2\cdot3}=-2.6045\ \text{hartree}.
\]
Since $E(k)$ is smooth and has no other stationary points, the positive root is the global minimum.

\subsection*{The numbers}

At $k=0.19776$,
\begin{align*}
N&=0.50000+0.43260+0.11733=1.04993,\\
T&=0.50000+0.30900+0.07822=0.88722,\\
V&=L-W=3.83520-0.55304=3.28216 .
\end{align*}
The optimal parameters, in inverse bohr, are
\[
\zeta=\frac{3.28216}{2(0.88722)}=1.8497,\qquad c=k\zeta=0.3658,
\]
and the energy is
\[
E=-\frac{(3.28216)^2}{4(0.88722)(1.04993)}=-2.8911\ \text{hartree}=-78.67\ \text{eV}.
\]
The rounded values $\zeta=1.85$ and $c=0.366$ give the same energy to six decimals, because near a minimum the energy error is quadratic in the parameter errors.

As a numerical check, the closed forms agree with quadrature using finite-difference Cartesian gradients to $1.2\times10^{-7}$, the largest deviation, relative to the quadrature value, among the norm, kinetic, attraction and repulsion terms at three parameter pairs. Diagonalising $H$ in the two functions $e^{-\zeta s}$ and $u\,e^{-\zeta s}$, then minimising over $\zeta$, gives the same optimum.

\subsection*{Why it is seventy percent}

Correlation energy is defined as $E_{\rm exact}-E_{\rm HF}$, where $E_{\rm HF}$ is the Hartree--Fock limit: the lowest energy of a product $\phi(r_1)\phi(r_2)$ with the orbital $\phi$ completely free. Your $c=0$ function is such a product, but with $\phi$ restricted to a single exponential. It therefore cannot lie below $E_{\rm HF}$, and in fact lies above it.

A self-consistent calculation in 20 Gaussians gives $E_{\rm HF}=-2.86168$ hartree. For $E_{\rm exact}$ I use a 34-term expansion in powers of $s$, $t$ and $u$ times an exponential, which gives $-2.90372$ hartree; a 22-term expansion differs by $0.00001$ hartree. The recovered fraction is
\[
\frac{E-E_{\rm HF}}{E_{\rm exact}-E_{\rm HF}}
=\frac{-0.02944}{-0.04204}=0.700 .
\]
Your gain of $0.04346$ hartree is correct, but $0.01402$ hartree of it is the gap between the $c=0$ energy and the Hartree--Fock limit, which by definition does not count as correlation energy. This split is a bookkeeping of energies; it does not mean that the trial function has acquired the Hartree--Fock orbital. The rest, $0.04346-0.01402=0.02944$ hartree, counts as recovered correlation energy. The seventy percent is thus a net energy gain. It does not say that the factor $1+cu$ describes seventy percent of the correlated motion.

\subsection*{What the factor $1+cu$ does}

Compare the two optimised functions, with energies in hartree and distances in bohr:

\begin{center}
\begin{tabular}{lrr}
 & $c=0$ & $c=0.3658$\\
\hline
Kinetic energy & $2.8477$ & $2.8911$\\
Nuclear attraction & $-6.7500$ & $-6.7565$\\
Electron repulsion & $1.0547$ & $0.9743$\\
Mean $r_1$ & $0.8889$ & $0.8968$\\
Mean $r_{12}$ & $1.2963$ & $1.3724$
\end{tabular}
\end{center}

The repulsion falls by $0.0804$ hartree, while the kinetic energy rises by $0.0435$ hartree (by the virial relation, the same $0.04346$ hartree by which the total energy falls). The attraction changes by less than $0.01$ hartree. The electrons are farther from each other, yet their mean distance from the nucleus has hardly changed.

The increase of $\zeta$ from $1.6875$ to $1.8497$ makes this possible. A positive $c$ favours configurations with large $u$, and since $u\le s$ these need large $s$ as well. If you switch on $c=0.3658$ but keep $\zeta=27/16$, the mean $r_1$ grows from $0.8889$ to $0.9893$ bohr. Reoptimising $\zeta$ contracts the atom again, to $0.8968$ bohr.

\subsection*{Why $c$ is not $1/2$}

You may have met the electron--electron cusp condition, which seems to demand $c=1/2$. Let the electrons meet away from the nucleus. The kinetic operator acting on the $u$ dependence gives $-\psi_{uu}-2\psi_u/u$, and the repulsion gives $\psi/u$. The other terms stay bounded as $u\to0$, so an exact solution needs $-2\psi_u+\psi=0$ there, that is $\psi_u/\psi=1/2$. For the trial function this ratio at $u=0$ is $c$.

The variational principle does not impose this condition. It minimises the total energy, and here a single number $c$ must serve at all separations, not just at $u=0$. Fixing $c=1/2$ and reoptimising gives $\zeta=1.8855$ and $E=-2.8887$ hartree, which is $0.0024$ hartree above the free optimum. The local condition is then satisfied, but the energy is worse.

The remaining $0.0126$ hartree is out of reach of this two-parameter form. Not all of it is a fault of the factor $1+cu$. Keeping that factor but replacing $e^{-\zeta s}$ by a freely optimised product $\phi(r_1)\phi(r_2)$ already lowers the energy by about $0.007$ hartree, to about $-2.898$ hartree. Recovering it requires a more flexible function, such as the expansion in $s$, $t$ and $u$ used above for the reference energy.

\section*{Numbers as computed}
\begin{verbatim}
Nuclear charge Z: 2
Largest relative error, formulas vs quadrature: 1.2e-07
-- optimum of exp(-zeta s)(1 + c u) --
k = c/zeta at minimum: 0.19776
N(k): 1.04993
T(k): 0.88722
L(k): 3.83520
W(k): 0.55304
V(k) = L - W: 3.28216
zeta: 1.84968 1/bohr
c: 0.36580 1/bohr
Energy: -2.891121 hartree = -78.671 eV
zeta from 2x2 diagonalization: 1.84968 1/bohr
c from 2x2 diagonalization: 0.36580 1/bohr
Energy from 2x2 diagonalization: -2.891121 hartree
Energy at zeta=1.85, c=0.366: -2.891121 hartree
Other real root k: -0.51574
Energy at other root: -1.2501 hartree
Energy for k to infinity: -2.6045 hartree
-- energy terms and distances at the optimum --
Kinetic: 2.8911 hartree
Nuclear attraction: -6.7565 hartree
Electron repulsion: 0.9743 hartree
Mean r1: 0.8968 bohr
Mean r12: 1.3724 bohr
-- comparison with c = 0 --
zeta for c=0: 1.6875 1/bohr
Energy for c=0: -2.847656 hartree
Kinetic for c=0: 2.8477 hartree
Nuclear attraction for c=0: -6.7500 hartree
Electron repulsion for c=0: 1.0547 hartree
Mean r1 for c=0: 0.8889 bohr
Mean r12 for c=0: 1.2963 bohr
Mean r1, optimal c but zeta=27/16: 0.9893 bohr
-- c fixed at cusp value 1/2 --
zeta for c=1/2: 1.8855 1/bohr
Energy for c=1/2: -2.888718 hartree
-- correlation energy --
Hartree-Fock, 14 Gaussians: -2.86168 hartree
Hartree-Fock, 20 Gaussians: -2.86168 hartree
Hylleraas, 22 terms: -2.90371 hartree
Hylleraas, 34 terms: -2.90372 hartree
Correlation energy: -0.04204 hartree
Trial energy minus Hartree-Fock: -0.02944 hartree
c=0 energy minus Hartree-Fock: 0.01402 hartree
Gain from c=0 to optimum: 0.04346 hartree
Recovered correlation energy: 70.0 percent
\end{verbatim}
